# Ortho and para hydrogen in equilibrium above a cryogenic adsorbent

## Problem

A vessel holds an adsorbent and dilute H₂ gas. Magnetic sites on the adsorbent convert the two nuclear-spin species of hydrogen into each other, and enough time has passed for full equilibrium. The species are para-hydrogen, with total nuclear spin $I=0$, and ortho-hydrogen, with $I=1$.

Find the para fraction $x$ of the gas at 77 K, roughly the temperature of a bath of boiling liquid nitrogen, and at a room temperature of 300 K. Explain why the two values differ, and whether the adsorbent affects them.

Treat each gas molecule as a free rigid rotor in its electronic and vibrational ground state. Its rotational energies and their number of orientations are

$$E_J=BJ(J+1),\qquad 2J+1\ \text{values of }M,\qquad J=0,1,2,\dots$$

Take $B=7.335$ meV. This value was computed from a CCSD/cc-pVTZ energy curve of H₂, by averaging $\hbar^2/(2\mu R^2)$ over the vibrational ground state. Here $R$ is the distance between the protons and $\mu$ is half the proton mass. With Boltzmann's constant $k$, the rotational temperature is $\Theta=B/k=85.12$ K.

## First estimate by scaling

Two energies compete: the thermal energy $kT$ and the first rotational gap, $E_1-E_0=2B=14.67$ meV.

The estimate needs one symmetry rule, which is proved in the next section: para molecules have even $J$, and ortho molecules have odd $J$. There is one para spin state, and there are three ortho spin states.

**High temperature.** If $kT$ is well above the gap, many levels are occupied. Even and odd levels should then be about equally available, which leaves the spin count to decide:

$$x\approx\frac{1}{1+3}=\frac14 .$$

At 300 K, $kT=25.85$ meV is 1.8 times the gap. The estimate is plausible there, but the ratio is not large enough to settle its accuracy.

**Low temperature.** Keep only the lowest level of each species. This requires $kT$ to be well below the step to the next level of the same species, which is $E_2-E_0=6B=44$ meV for para and $E_3-E_1=10B=73$ meV for ortho. Para has $J=0$, a single state at zero energy. Ortho has $J=1$, with three orientations and three spin states, so nine states at energy $2B$. The ratio of ortho to para is

$$r=9\,e^{-2B/kT}=9\,e^{-2\Theta/T}.$$

At 77 K, $kT=6.635$ meV is well below both steps, and

$$r=9\,e^{-14.67/6.635}=9\,e^{-2.211}=0.986,\qquad x\approx\frac{1}{1+r}=0.503 .$$

The two amounts are equal when $r=1$:

$$e^{2\Theta/T}=9\quad\Rightarrow\quad \frac{2\Theta}{T}=\ln 9=2\ln 3\quad\Rightarrow\quad T=\frac{\Theta}{\ln 3}=77.5\ \text{K}.$$

Half para at 77 K is therefore a balance. The nine ortho states outnumber the single para state, and their Boltzmann factor of about one ninth cancels that advantage.

## Exact solution of the rotor model

### Which rotational levels belong to which spin

Write the two states of a proton spin as $\alpha$ and $\beta$. Two protons have four spin states, which can be grouped by their behaviour when the protons are exchanged:

$$\frac{\alpha\beta-\beta\alpha}{\sqrt2}\quad(I=0,\ \text{odd}),\qquad
\alpha\alpha,\ \ \frac{\alpha\beta+\beta\alpha}{\sqrt2},\ \ \beta\beta\quad(I=1,\ \text{even}).$$

Protons are fermions, so the complete molecular wave function must change sign when the positions and spins of the two protons are exchanged. Each of its factors contributes a sign.

*Centre of mass and vibration.* The protons have equal masses, so exchange leaves the centre of mass in place. It also leaves the distance $R$ unchanged. Both factors give $+1$.

*Electrons.* The ground state is an electron-spin singlet, so its spatial function is symmetric in the two electrons. The electronic Hamiltonian is real and consists of kinetic energy plus a potential that multiplies the wave function. Replacing a real spatial function $\psi$ by $|\psi|$ does not raise its energy, so the ground-state function can be chosen positive. It is also unique, because two functions without sign changes cannot be orthogonal. Exchanging the nuclear positions leaves the electronic Hamiltonian unchanged. It must therefore turn this positive function into itself, and the factor is $+1$.

*Rotation.* Let $\mathbf n$ be the unit vector from the first proton to the second. Exchange turns $\mathbf n$ into $-\mathbf n$. The function $R^JY_{JM}(\mathbf n)$ is a homogeneous polynomial of degree $J$ in the components of $R\mathbf n$. Reversing all three components multiplies it by $(-1)^J$, so

$$Y_{JM}(-\mathbf n)=(-1)^JY_{JM}(\mathbf n).$$

If $s$ is the sign of the nuclear-spin factor, the Fermi rule requires

$$(-1)^J s=-1 .$$

For para, $s=-1$ and $J$ must be even. For ortho, $s=+1$ and $J$ must be odd. This proves the rule used in the estimate.

The magnetic energy of the proton pair is about $1.2\times10^{-6}$ meV, or $2\times10^{-7}$ of $kT$ at 77 K. The three ortho spin states can thus be given equal thermal weight.

### The para fraction

Define the rotational sums without spin weights:

$$S_{\rm even}=\sum_{J=0,2,\dots}(2J+1)e^{-J(J+1)\Theta/T},\qquad
S_{\rm odd}=\sum_{J=1,3,\dots}(2J+1)e^{-J(J+1)\Theta/T}.$$

The internal partition functions are $q_p=S_{\rm even}$ and $q_o=3S_{\rm odd}$. In a dilute gas, species $s$ with $N_s$ molecules has the chemical potential

$$\mu_s=kT\ln\frac{N_s}{q_{\rm tr}\,q_s}.$$

The translational factor $q_{\rm tr}$ depends on mass, volume and temperature, which are the same for both species. Conversion makes $\mu_p=\mu_o$, so $N_p/q_p=N_o/q_o$, and

$$x=\frac{N_p}{N_p+N_o}=\frac{S_{\rm even}}{S_{\rm even}+3S_{\rm odd}} .$$

As a test of both the symmetry rule and this formula, the thermal sum was also taken over the combined rotor and spin states, keeping the part that is odd under exchange. The para fractions agreed to within $10^{-7}$ at 77 K and at 300 K.

### Numbers at the two temperatures

The full weight of a level is its spin weight times $(2J+1)e^{-E_J/kT}$.

| $J$ | Species | $E_J$ (meV) | Weight, 77 K | Weight, 300 K |
|---|---|---|---|---|
| 0 | para | 0 | 1.0000 | 1.0000 |
| 1 | ortho | 14.67 | 0.9864 | 5.1027 |
| 2 | para | 44.01 | 0.0066 | 0.9112 |
| 3 | ortho | 88.02 | 0.00004 | 0.6975 |
| 4 | para | 146.70 | $2\times10^{-9}$ | 0.0309 |
| 5 | ortho | 220.05 | $1\times10^{-13}$ | 0.0066 |

Adding the levels of each species gives

$$x(77\ \text{K})=\frac{1.0066}{1.0066+0.9865}=0.505,$$

$$x(300\ \text{K})=\frac{1.9422}{1.9422+5.8068}=0.251 .$$

The equilibrium gas is about half para at 77 K and about one quarter para at 300 K.

### Why one quarter is already accurate at 300 K

At 300 K the lowest three levels still carry most of the weight, yet $x$ is very close to $1/4$. The reason is that $S_{\rm even}$ and $S_{\rm odd}$ become equal sooner than either reaches its high-temperature form.

Set $t=\Theta/T$ and $u=J+\tfrac12$. Then $2J+1=2u$ and $J(J+1)=u^2-\tfrac14$, so each term of the sums is a value of

$$g(u)=2u\,e^{-t(u^2-1/4)} .$$

Even $J$ gives $u=\tfrac12,\tfrac52,\dots$. These points are the midpoints of cells of width $h=2$ that start at $a=-\tfrac12$. Odd $J$ gives $u=\tfrac32,\tfrac72,\dots$, the midpoints of cells of the same width that start at $a=+\tfrac12$.

Expanding $g$ about the centre $c$ of one cell and integrating over the cell gives

$$\int_{\rm cell}g\,du=h\,g(c)+\frac{h^3}{24}g''(c)+\dots$$

The odd terms vanish by symmetry about $c$. Solve for $h\,g(c)$ and add all cells. To this order, $\sum h\,g''(c)$ may be replaced by $\int_a^\infty g''du=-g'(a)$, so

$$h\sum g(c)\approx\int_a^\infty g\,du+\frac{h^2}{24}\,g'(a).$$

Dividing by $h=2$,

$$S\approx\frac12\int_a^\infty g\,du+\frac{1}{12}\,g'(a).$$

The integral and the derivative are

$$\int_a^\infty g\,du=\frac1t\,e^{-t(a^2-1/4)}=\frac1t\quad\text{for }a=\pm\tfrac12,$$

$$g'(u)=2(1-2tu^2)\,e^{-t(u^2-1/4)},\qquad g'(\pm\tfrac12)=2-t .$$

Both sums therefore have the same approximation:

$$S_{\rm even}\approx S_{\rm odd}\approx\frac{T}{2\Theta}+\frac{2-\Theta/T}{12}.$$

At 300 K this gives $1.762+0.143=1.905$. The actual sums are 1.942 and 1.936, so the approximation is low by about 2% of each. The sums differ from each other by 0.0066, which is 0.3% of either.

Higher corrections of this kind contain $g'''(a)$, $g^{(5)}(a)$ and so on. Since $g$ is an odd function, its odd derivatives are even functions and have equal values at $\pm\tfrac12$. These corrections therefore cancel in the difference $S_{\rm even}-S_{\rm odd}$. The difference that remains lies beyond every order of this expansion and is exponentially small in $T/\Theta$: at 300 K and 600 K it matches $(\pi/t)^{3/2}e^{t/4-\pi^2/(4t)}$. In the computed sums, the difference falls from $6.6\times10^{-3}$ at 300 K to $3.0\times10^{-6}$ at 600 K.

## Comparison of the estimate and the solution

| Quantity | Estimate | All rotor levels |
|---|---|---|
| $x$ at 77 K | 0.503 | 0.505 |
| Temperature for $x=\tfrac12$ | 77.5 K | 77.7 K |
| $x$ at 300 K | 0.250 | 0.251 |

At 77 K the difference comes mainly from $J=2$, a para level with weight 0.0066. It raises $x$ slightly, so the gas must be a little warmer to reach equal amounts.

The sensitivity to temperature follows from the two-level form $x=1/(1+r)$. Since $dr/dT=2\Theta r/T^2$,

$$\frac{dx}{dT}=-\frac{1}{(1+r)^2}\frac{dr}{dT}=-x(1-x)\frac{2\Theta}{T^2}.$$

At 77 K this is $-0.25\times170.2/77^2=-0.0072$ per kelvin. The full sums give 0.512 at 76 K and 0.498 at 78 K, a slope of about $-0.0070$ per kelvin, close to the two-level value. An error of 1 K in the gas temperature thus matters more than leaving out $J=2$.

The two-level form also gives the cold limit. As $T\to0$, $r\to0$ and the equilibrium gas becomes pure para. It fails in the opposite limit: as $T$ grows, $r\to9$ and $x\to1/10$ instead of $1/4$, because the higher levels have been dropped.

## What the adsorbent changes

The adsorbent can provide the conversion, but in this model it does not set the composition of the gas. To see this, let the adsorbed layer have $L$ equivalent sites, $n_p$ para and $n_o$ ortho molecules, and $n_0=L-n_p-n_o$ empty sites. If $z_s$ is the partition function of an adsorbed molecule of species $s$, the free energy of the layer is, up to a constant,

$$F_{\rm layer}=kT\left[\sum_{s=p,o}n_s\ln\frac{n_s}{z_s}+n_0\ln n_0\right].$$

Adding one molecule of species $s$ removes one empty site, so

$$\mu_s^{\rm layer}=\frac{\partial F_{\rm layer}}{\partial n_s}
=kT\left[\ln\frac{n_s}{z_s}+1-\ln n_0-1\right]
=kT\ln\frac{n_s}{z_s n_0}.$$

At equilibrium all four chemical potentials, para and ortho in gas and layer, are equal. Equality within the gas gives $N_p/N_o=q_p/q_o$ as before. Equality within the layer gives $n_p/n_o=z_p/z_o$. The adsorbent changes how many molecules remain in the gas, while their para fraction stays at 0.505.

The layer has its own composition if the surface hinders rotation. Take a model energy $V\cos^2\vartheta$, where $\vartheta$ is the angle between the molecular axis and the surface normal. Averaged over the $2J+1$ orientations of any level, $\cos^2\vartheta$ equals $1/3$, because $\sum_M|Y_{JM}|^2$ is the same in all directions. To first order in $V$, both species shift by $V/3$, and their ratio is unchanged. For $V=+5$ meV, which favours a flat molecule, and for $V=-5$ meV, which favours an upright one, the layer is 0.504 para at 77 K. This barrier is weak compared with the gap $2B$. Stronger hindering makes the model layer poorer in para: at $|V|=40$ meV the fraction is 0.46 for flat and 0.42 for upright molecules, and at 80 meV it is 0.42 and 0.32.

## The real case

The model corresponds to a low-pressure hydrogen vessel with a converting adsorbent, cooled by liquid nitrogen. In a store filled to high pressure the gas is no longer dilute, and the forces between molecules, left out here, would need a separate check. Replacing the rigid levels by those of the vibrating molecule from the same energy curve changes $x$ at 77 K from 0.505 to 0.504. Using the cc-pVTZ to cc-pVQZ change in bond length raises $B$ by about 0.015 meV (0.018 meV if the vibrational average is redone in the larger basis), which gives $x=0.506$ at 77 K and raises the temperature for $x=\tfrac12$ by about 0.2 K. The last digits shown for $B$ and for that temperature therefore belong to the cc-pVTZ model, not to the real molecule. Vibrational excitation has a Boltzmann factor of $2\times10^{-9}$ at 300 K. Remaining basis error, relativistic effects, corrections to the separation of electronic and nuclear motion, and gas imperfection are left out. A value of 0.50 to 0.51 is as fine as this treatment supports.

The assumption that matters most is conversion. While a molecule stays intact, an interaction that does not act on the nuclear spins cannot change $I$. A uniform magnetic field cannot change it either, because it acts on the total spin. A magnetic site produces a field that differs between the two protons, and this can mix $I=0$ with $I=1$. A surface that splits molecules into atoms and re-pairs them also converts, without acting on the spins: if two para molecules swap partners, the spins of a new pair are in the $I=0$ state with probability only $1/4$. If gas from room temperature is cooled without effective conversion, it keeps its para fraction of 0.251, about half the equilibrium value at 77 K.

If such gas later meets a catalyst at 77 K, about $0.505-0.251=0.254$ of the molecules pass from ortho to para. Counting the gap between $J=1$ and $J=0$, this releases about $0.254\times14.67=3.7$ meV per molecule of gas, which the cooling system must remove. The computed values are collected in the numerical output.

## Computed results

```
H2, CCSD/cc-pVTZ energy curve
equilibrium bond length: 0.07426 nm
rotational constant B: 7.3350 meV
theta = B/k: 85.12 K
kT at 77 K: 6.6353 meV
kT at 300 K: 25.8520 meV
J, spin weight, rigid energy (meV), full weight at 77 K, at 300 K
  0  1     0.000  1.000e+00  1.00000
  1  3    14.670  9.864e-01  5.10267
  2  1    44.010  6.583e-03  0.91124
  3  3    88.020  3.640e-05  0.69750
  4  1   146.700  2.252e-09  0.03089
  5  3   220.050  1.306e-13  0.00663
S_even, S_odd, 3*S_odd at 77 K: 1.00658, 0.32882, 0.98647
S_even, S_odd, 3*S_odd at 300 K: 1.94222, 1.93560, 5.80681
para fraction at 77 K: 0.5050
para fraction at 300 K: 0.2506
para fraction at 77 K, J=0 and 1 only: 0.5034
half-para temperature, J=0 and 1 only: 77.48 K
half-para temperature, all J: 77.72 K
T/(2 theta) at 300 K: 1.7622
with first midpoint correction: 1.9053
S_even - S_odd at 300 K: 6.613e-03
S_even - S_odd at 600 K: 3.019e-06
gas para fraction, free-energy minimum, 77 K: 0.5050
Neglected effects
J=0 to 1 gap, rigid: 14.6700 meV
J=0 to 1 gap, vibrating molecule: 14.6477 meV
para fraction, vibrating molecule, 77 K: 0.5043
para fraction, vibrating molecule, 300 K: 0.2507
first vibrational gap: 516.6 meV
its Boltzmann factor at 300 K: 2.1e-09
bond length change, cc-pVTZ to cc-pVQZ: -7.57e-05 nm
para fraction at 77 K with that change: 0.5062
para fraction at 76 K: 0.5122
para fraction at 78 K: 0.4981
proton-pair magnetic energy scale: 1.21e-06 meV
that energy / kT at 77 K: 1.8e-07
model barrier in adsorbed layer: 5.0 meV
layer para fraction at 77 K, axis flat: 0.5038
layer para fraction at 77 K, axis upright: 0.5037
```
